# Clausius-Mossotti relation: where cubic site symmetry enters the local field

**Q:** I want to estimate the permittivity of a gate oxide by adding up ionic polarisabilities. Before I accept any formula for that, tell me which field polarises an ion.

**A:** Take identical points on a Bravais lattice with cell volume \(v\), one point per cell. Each has a scalar static polarisability \(\alpha\), and its dipole is

\[
\mathbf p=\alpha\,\mathbf E_{\rm loc},
\]

where \(\mathbf E_{\rm loc}\) is the field at the site from everything except the point itself. The response is linear, the nuclei are fixed, and the applied field varies slowly over a cell; I take all dipoles to be equal. The polarisation is \(\mathbf P=\mathbf p/v\). The macroscopic field \(\mathbf E\) is the average of the microscopic field over a cell. That average includes the field of the site's own dipole, so \(\mathbf E\) and \(\mathbf E_{\rm loc}\) have to be distinguished. I use SI units.

**Q:** You want the field of infinitely many dipoles. Each falls off as \(1/r^3\), while the number in a shell grows as \(r^2\). The sum depends on the order of summation.

**A:** It does, because different orders correspond to different sample shapes and different surface charges. Their field is part of \(\mathbf E\). If \(\mathbf E\) is prescribed, the remainder is periodic and well defined. Let \(\psi\) be the periodic function of zero mean that obeys

\[
-\nabla^2\psi=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1v ,\qquad
\psi=\frac1v\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\]

Here \(\mathbf R\) runs over the lattice and \(\mathbf G\) over its reciprocal lattice. The uniform background \(-1/v\) makes the cell neutral, without which no periodic solution exists.

The charge density of the dipoles is \(\rho=-\mathbf p\cdot\nabla\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)\). The potential

\[
\phi=-\mathbf E\cdot\mathbf r-\frac{1}{\varepsilon_0}\,\mathbf p\cdot\nabla\psi
\]

satisfies \(-\nabla^2\phi=\mathbf p\cdot\nabla(\nabla^2\psi)/\varepsilon_0=\rho/\varepsilon_0\), since the constant background disappears on differentiation. The microscopic field is therefore

\[
\mathbf e=-\nabla\phi=\mathbf E+\frac1{\varepsilon_0}\nabla(\mathbf p\cdot\nabla\psi).
\]

The second term is the gradient of a periodic function and averages to zero over a cell, so \(\mathbf E\) is indeed the macroscopic field.

**Q:** That field is infinite at the site.

**A:** The infinite part is the site's own field. A single dipole at the origin has the potential \(-\mathbf p\cdot\nabla(1/4\pi r)/\varepsilon_0\). Removing it replaces \(\psi\) by \(\psi_{\rm reg}=\psi-1/(4\pi r)\), which is smooth at the origin. Writing \(p_j=vP_j\), with summation over repeated indices,

\[
E_{{\rm loc},i}=E_i+\frac1{\varepsilon_0}L_{ij}P_j,\qquad
L_{ij}=v\,\partial_i\partial_j\psi_{\rm reg}(0).
\]

Near the origin the delta function in the equation for \(\psi\) cancels against that of \(1/(4\pi r)\). The background remains: \(\nabla^2\psi_{\rm reg}(0)=1/v\). Hence

\[
\operatorname{tr}L=1 .
\]

No symmetry has been used beyond the periodicity of the lattice.

**Q:** Lorentz cuts out a sphere and gets \(1/3\). Is that the cubic symmetry at work?

**A:** No, and the two ingredients can be separated. Away from the origin the second derivative of \(1/r\) is

\[
K_{ij}(\mathbf r)=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}.
\]

It is traceless, whereas \(\nabla^2(1/4\pi r)=-\delta(\mathbf r)\). With the origin approached through spheres, the full identity is

\[
\partial_i\partial_j\frac1{4\pi r}=\frac{K_{ij}}{4\pi}-\frac{\delta_{ij}}3\,\delta(\mathbf r).
\]

Choose a smooth spherical weight \(w(r)\) that equals 1 near the origin and falls to zero beyond a radius \(R_c\), with its shape depending on \(r/R_c\). Split the identity into a short and a long part:

\[
s_{ij}=\frac{wK_{ij}}{4\pi}-\frac{\delta_{ij}}3\delta(\mathbf r),\qquad
\ell_{ij}=\frac{(1-w)K_{ij}}{4\pi}.
\]

With the transform \(\tilde f(\mathbf G)=\int f\,e^{-i\mathbf G\cdot\mathbf r}d^3r\), the series for \(\psi\) gives

\[
v\,\partial_i\partial_j\psi=\sum_{\mathbf G\ne0}\left[\tilde s_{ij}(\mathbf G)+\tilde\ell_{ij}(\mathbf G)\right]e^{i\mathbf G\cdot\mathbf r}.
\]

For the short part, Poisson summation over all \(\mathbf G\) gives \(v\sum_{\mathbf R}s_{ij}(\mathbf r-\mathbf R)\), from which the term \(\mathbf G=0\) must be subtracted. The angular average of \(K_{ij}\) is zero, so \(\tilde s_{ij}(0)=-\delta_{ij}/3\), and

\[
\sum_{\mathbf G\ne0}\tilde s_{ij}e^{i\mathbf G\cdot\mathbf r}
=v\sum_{\mathbf R}s_{ij}(\mathbf r-\mathbf R)+\frac{\delta_{ij}}3 .
\]

The long part is smooth on the scale \(R_c\), so its components at \(\mathbf G\neq0\) vanish as \(R_c\to\infty\). Removing the site's own field cancels the term \(\mathbf R=0\), including its delta function; the leftover \(\ell_{ij}(0)\) is zero because \(w=1\) there. The result is

\[
L_{ij}=\frac{\delta_{ij}}3+\frac v{4\pi}S_{ij},\qquad
S_{ij}=\lim_{R_c\to\infty}\sum_{\mathbf R\ne0}w(R)K_{ij}(\mathbf R).
\]

The \(1/3\) comes from the spherical shape of the weight. Lorentz's cavity gives the same number: its surface charge \(-P\cos\theta\) produces at the centre the field

\[
\frac{P}{4\pi\varepsilon_0}\int\cos^2\theta\,d\Omega=\frac{P}{3\varepsilon_0}.
\]

This holds for a spherical cavity in any uniformly polarised medium. The crystal structure sits in \(S\), the sum over the neighbours inside the sphere.

**Q:** Then show me why \(S\) vanishes for a cubic site, without saying "by symmetry".

**A:** A rotation about the site that maps the lattice onto itself reorders the terms of the sum and leaves \(w\) unchanged, so \(S\) must equal its rotated self.

- A twofold axis along \(z\) takes \((x,y,z)\) to \((-x,-y,z)\). It reverses \(S_{xz}\) and \(S_{yz}\), which must therefore be zero.
- A twofold axis along \(x\) reverses \(S_{xy}\), which must also be zero.
- A threefold axis along \([111]\) permutes \(x,y,z\) cyclically, so \(S_{xx}=S_{yy}=S_{zz}\).
- The trace of \(K\) is zero, so \(3S_{xx}=0\).

All components vanish and \(L_{ij}=\delta_{ij}/3\). This is the place where cubic site symmetry enters the Lorentz field. For a real ion the same rotations also reduce the polarisability tensor to a scalar; for our points that was assumed at the start.

**Q:** The equivalence of \(x\), \(y\) and \(z\) seems to do the work. Why bother with the twofold axes?

**A:** Because equal diagonal elements do not make a tensor isotropic. Deform a simple cubic lattice so that its first cell vector becomes \((1,0.05,0.05)\), and the other two follow by cyclic permutation. The threefold axis survives. The computed tensor has \(L_{xx}=L_{yy}=L_{zz}=0.3333\), but \(L_{xy}=0.0161\), and the threefold axis makes the other off-diagonal elements equal to it. Along \([111]\) the eigenvalue is \(0.3333+2(0.0161)=0.3655\); perpendicular to it, \(0.33333-0.01607=0.3173\). The local field depends on direction.

Cubic site symmetry is thus a sufficient condition. What the Lorentz field needs is \(S=0\), whatever the reason for it.

**Q:** Fine. Now the permittivity.

**A:** Define the dimensionless density of polarisability

\[
x=\frac{\alpha}{\varepsilon_0v}=\frac{4\pi\alpha'}{v},\qquad \alpha'=\frac{\alpha}{4\pi\varepsilon_0},
\]

where \(\alpha'\) is the polarisability volume. Along a principal axis \(i\) of \(L\),

\[
P_i=\frac{\alpha}{v}E_{{\rm loc},i}=\varepsilon_0x\left(E_i+\frac{L_iP_i}{\varepsilon_0}\right)
\;\Rightarrow\;
P_i(1-L_ix)=\varepsilon_0xE_i .
\]

The relative permittivity follows from \(P_i=\varepsilon_0(\varepsilon_i-1)E_i\):

\[
\varepsilon_i=1+\frac{x}{1-L_ix}.
\]

For a cubic site \(L_i=1/3\), and

\[
\varepsilon-1=\frac{x}{1-x/3},\qquad
\varepsilon+2=\frac{x+3(1-x/3)}{1-x/3}=\frac{3}{1-x/3}.
\]

Dividing the first by the second gives the Clausius-Mossotti relation,

\[
\frac{\varepsilon-1}{\varepsilon+2}=\frac x3=\frac{\alpha}{3\varepsilon_0v}.
\]

The local field is \(\mathbf E_{\rm loc}=\mathbf E+(\varepsilon-1)\mathbf E/3=(\varepsilon+2)\mathbf E/3\). For small \(x\), \(\varepsilon=1+x+x^2/3+\dots\): the first correction to independent dipoles is of second order in the density.

**Q:** You defined \(\mathbf E\) in a way that suits the derivation. Is it the field an electrode would set up?

**A:** A slab answers that. Stack 21 square layers of discrete dipoles and solve for the dipole of every layer, summing the layer fields directly in real space. For a field in the plane, the tangential \(\mathbf E\) is continuous, so the macroscopic field inside equals the applied one. For a field along the normal, \(\mathbf D\) is continuous, and the middle layer has \(P=\varepsilon_0(1-1/\varepsilon)E_{\rm applied}\). Neither \(\psi\) nor a cavity is involved.

With cubic spacing and \(x=1.5\), both directions give \(\varepsilon=4.000\); the formula gives \((1+1)/(1-0.5)=4\).

Now stretch the layer spacing to \(c/a=1.2\) with the same points, so that \(x=1.25\). The tensor has \(L_{xx}=0.4228\) and \(L_{zz}=0.1544\), hence

\[
\varepsilon_{xx}=1+\frac{1.25}{1-0.5285}=3.65,\qquad
\varepsilon_{zz}=1+\frac{1.25}{1-0.1930}=2.55 .
\]

The slab gives the same two values. Clausius-Mossotti, misapplied to this lattice, would give 3.14 for both.

The nearest neighbours already show the sign of the splitting. For dipoles along \(z\), the two neighbours above and below contribute \(+2/c^3\) each and the four beside contribute \(-1/a^3\) each, so

\[
S_{zz}^{\rm nn}=\frac4{c^3}-\frac4{a^3},
\]

which is zero for \(c=a\) and negative for \(c>a\).

**Q:** At \(x=3\) your permittivity is infinite. Should I believe that?

**A:** Not for a simple cubic lattice. The derivation assumed equal dipoles, and another pattern may sustain itself at a lower density. Let the dipoles point along \(z\), parallel within each column and reversed between adjacent columns, which is the wave vector \((\pi,\pi,0)/a\). The four side neighbours are now reversed and contribute \(+1/a^3\) each, so all six nearest neighbours support the central dipole.

The full sum gives a field factor \(L(\mathbf q)=0.4260\) in place of \(1/3\). Without any applied field, \(\mathbf p=\alpha\mathbf E_{\rm loc}\) then reads \(P=xL(\mathbf q)P\), which has a non-zero solution at

\[
x=\frac1{0.4260}=2.347 .
\]

There the formula still gives a finite \(\varepsilon=11.8\). On the grid of wave vectors examined, no pattern has a larger factor. Beyond this density the uniform state is unstable in the model, and the divergence at \(x=3\) is not reached.

**Q:** An oxide has several ions per cell. Does a cubic crystal guarantee that I can add their polarisabilities?

**A:** The crystal being cubic is not enough. Let \(s,t\) label the sublattices, with \(\mathbf P_t=\mathbf p_t/v\). By the same construction,

\[
\mathbf E_{{\rm loc},s}=\mathbf E+\frac1{\varepsilon_0}\sum_tL^{st}\mathbf P_t,\qquad \operatorname{tr}L^{st}=1 .
\]

For \(s\neq t\), \(L^{st}_{ij}=v\,\partial_i\partial_j\psi\) taken at the separation of the two sites, where the background again gives the unit trace.

Try a common local field \(\mathbf F\) at all sites, so that \(\mathbf P_t=\alpha_t\mathbf F/v\). Site \(s\) then needs the tensor \(M^s=\sum_t\alpha_tL^{st}\). A rotation about \(s\) that preserves the crystal may exchange sublattices, but only ones with equal \(\alpha_t\), so \(M^s\) is invariant. If site \(s\) is cubic, \(M^s\) is isotropic, and its trace \(\sum_t\alpha_t\) fixes it:

\[
M^s_{ij}=\frac{\delta_{ij}}3\sum_t\alpha_t .
\]

If this holds at every polarisable site, all sites demand the same \(\mathbf F\), and the trial solution is consistent. In a stable lattice the linear equations have one solution, so this is it. Clausius-Mossotti follows with \(x=\sum_t\alpha_t/(\varepsilon_0v)\).

**Q:** Give me a high-k structure where that applies, with numbers.

**A:** In the fluorite arrangement, the structure type of cubic high-k dioxides, cation and anion sites are all cubic. Take round model parameters: \(a=5\) Å, \(\alpha'=1.0\) Å\(^3\) for the cation and \(1.5\) Å\(^3\) for each of the two anions. The primitive cell has \(v=a^3/4=31.25\) Å\(^3\), and

\[
x=\frac{4\pi(1.0+2\times1.5)}{31.25}=1.6085,\qquad
\varepsilon=\frac{1+2x/3}{1-x/3}=\frac{2.0723}{0.4638}=4.47 .
\]

Solving the coupled equations for the three sublattices gives the same value. To check stability, consider the largest fraction of a dipole pattern that its own field regenerates; instability sets in at 1. On the grid of wave vectors it is 0.57.

With the nuclei held fixed, in a macroscopic field of 1 MV/cm each point of the model feels \((4.468+2)/3=2.16\) MV/cm. The polarisation is \(\varepsilon_0(\varepsilon-1)E=3.07\times10^{-3}\) C/m\(^2\), or 0.307 μC/cm\(^2\). These numbers describe the electronic response only. The large static permittivity of a high-k oxide comes mainly from ionic displacement, which is absent here; a static permittivity of 25 would give 2.1 μC/cm\(^2\) in the same field.

**Q:** And a cubic crystal where it fails?

**A:** The perovskite arrangement, with A at the cube corners, B at the centre and O at the face centres. An oxygen has its two nearest B ions on one axis, so its site is not cubic. Take \(a=4\) Å and \(\alpha'=1.0\), 0.5 and 1.5 Å\(^3\) for A, B and each O. The sum is 6.0 Å\(^3\) and \(x=4\pi(6.0)/64=1.178\). The additive formula gives 2.94, while the coupled equations give 3.07. The formula is low by about 4% of the solved value. The permittivity tensor is still isotropic, as the cubic point group of the crystal requires.

**Q:** The B site is cubic. At least there the Lorentz field should hold.

**A:** It does not. Put the field along \(z\) and define at each site the factor \(\varepsilon_0(E_{\rm loc}-E)/P\), whose Lorentz value is 0.333. The solution gives 0.63 at B, 0.25 at A, 0.64 at the oxygen on the B–O axis along \(z\), and 0.22 at the other two oxygens.

At B, the three oxygen sublattices contribute with \(L_{zz}=2.727\), \(-0.864\) and \(-0.864\). These add up to 1.000, so equal oxygen dipoles would give the Lorentz value. The dipoles are unequal, however. Let \(P_1\) belong to the oxygen on the axis and \(P_2\) to each of the others. Then

\[
2.727P_1-1.727P_2=\frac{P_1+2P_2}3+2.394\,(P_1-P_2).
\]

The first term on the right is the Lorentz field of the oxygens. The second is positive, because the oxygen on the axis feels the larger field and has the same polarisability. Cubic symmetry of one site is thus not enough: the way its surroundings are polarised matters as well.

**Q:** Is it an accident that the additive formula came out too low?

**A:** No; for a stable cubic crystal of such points it cannot come out too high. Let \(x_t=\alpha_t/(\varepsilon_0v)\), let \(\pi\) collect all components of \(\mathbf P_t/(\varepsilon_0E)\), and let \(u\) have a 1 for each \(z\) component and 0 elsewhere. The coupled equations are \(A\pi=u\) with \(A=X^{-1}-L\), where \(X\) is the diagonal matrix of the \(x_t\). Hence \(\varepsilon-1=u\cdot A^{-1}u\). Stability means that \(A\) is positive definite, and for any trial \(\pi\)

\[
u\cdot A^{-1}u-\left(2u\cdot\pi-\pi\cdot A\pi\right)
=(\pi-A^{-1}u)\cdot A(\pi-A^{-1}u)\ge0 .
\]

Insert a common local field \(fE\) along \(z\), so that the \(z\) components of \(\pi\) are \(x_tf\). The double sum \(\sum_{st}x_sx_tL^{st}\) is invariant under the cubic point group of the crystal and has trace \(x^2\), where \(x=\sum_tx_t\). Its \(zz\) element is therefore \(x^2/3\), and

\[
\varepsilon-1\ge 2xf-xf^2\left(1-\frac x3\right).
\]

Stability makes \(1-x/3\) positive, since \(\pi\cdot A\pi=xf^2(1-x/3)\). The right side is largest at \(f=1/(1-x/3)\), where

\[
\varepsilon-1\ge\frac{x}{1-x/3}.
\]

This is the Clausius-Mossotti value. Equality requires the trial to be the true solution, that is, equal local fields at all sites.

**Q:** May I now use this for the permittivity of a real gate dielectric?

**A:** Only as a model of its electronic part, with the nuclei held fixed. The additive formula was derived for crystals whose polarisable sites are all cubic; elsewhere it can fail, as the perovskite example shows. Many gate films are amorphous or have a lower symmetry, and there the neighbour sums need not cancel. The static permittivity of an oxide also contains the displacement of the ions, which is absent here. Real ions have finite size, their charge clouds overlap, and charge can move between them; none of this is in a point dipole. Cubic symmetry at every polarisable site removes the neighbour corrections to the Lorentz field, but it does not repair those approximations. The lattice tensors, slab values and site fields quoted above are listed in the numerical output below.

## Table of computed values

```
tetragonal c/a = 1.2; rhombohedral: a_x = (1,0.05,0.05)
L simple cubic: xx 0.33333 zz 0.33333 xy -0.00000 trace 1.00000
L fcc: xx 0.33333 zz 0.33333 xy 0.00000 trace 1.00000
L bcc: xx 0.33333 zz 0.33333 xy -0.00000 trace 1.00000
L tetragonal: xx 0.42279 zz 0.15441 xy -0.00000 trace 1.00000
L rhombohedral: xx 0.33333 zz 0.33333 xy 0.01607 trace 1.00000
slab test: alpha'/a^3 = 0.11937, x (cubic) = 1.5
cubic slab eps: in-plane 4.00000 normal 4.00000
cubic Clausius-Mossotti eps: 4.00000
tetragonal x = 1.2500
tetragonal slab eps: in-plane 3.65107 normal 2.54898
tetragonal formula eps: xx 3.65107 zz 2.54898
Clausius-Mossotti misapplied there: 3.14286
simple cubic, q = (pi,pi,0)/a, dipoles along z: L = 0.42602
instability at x = 2.3473, before x = 3
Clausius-Mossotti eps at that x: 11.789
fluorite: a = 5.0 A, v = 31.250 A^3
fluorite alpha' cation, anion = 1.0, 1.5 A^3
fluorite sum alpha' = 4.0 A^3, x = 1.60850
fluorite eps: solved 4.46782, formula 4.46782
fluorite largest feedback on q grid = 0.5733 (stable < 1)
macroscopic field = 1.0 MV/cm
local field at every site = 2.1559 MV/cm
polarisation = 3.0705e-03 C/m^2
perovskite: a = 4.0 A, alpha' A, B, O = [1.0, 0.5, 1.5] A^3
perovskite x = 1.17810
perovskite eps: solved 3.06601, additive 2.93989
perovskite largest feedback on q grid = 0.5404
L_zz at B from O on z axis = 2.7272
L_zz at B from each other O = -0.8636
their sum over three O = 1.0000
(E_loc - E) eps0/P for field along z, Lorentz value 0.3333:
  A: 0.2489
  B: 0.6265
  O on B-O axis along z: 0.6387
  O beside B: 0.2229
```
